# Does thermal breakdown of an insulator begin at melting?

**Question**

I want to estimate the voltage at which a warm glass plate fails by Joule heating. The plate is 1 mm thick and sits in stirred oil at 425 K, with a 50 Hz voltage across it. My reasoning was that thermal breakdown means the material gets hot enough to melt. Glass has no sharp melting point, so I took a softening temperature of roughly 1000 K and asked which voltage supplies enough heat to keep the plate there. With the conductivity measured at 425 K, I get about 15 kV. Is reaching the softening temperature the right criterion? If not, what sets the threshold?

**Answer**

It is not the right criterion. Your estimate holds the conductivity at its cold value, whereas the conductivity of glass rises steeply with temperature. You need to ask whether the plate has a steady temperature at the applied voltage, and whether that temperature is stable.

**The heat balance**

Let the plate have thickness $d$, uniform temperature $T$ and conductivity

$$\sigma(T)=\sigma_0\exp\left[\frac{E_a}{k}\left(\frac1{T_0}-\frac1T\right)\right],$$

where $T_0$ is the oil temperature, $\sigma_0$ the conductivity at $T_0$, and $E_a$ the activation energy. Each face loses heat at the rate $h(T-T_0)$ per unit area, with constant $h$. The voltage $V$ is an rms value, held fixed whatever current the plate draws.

The field is $V/d$, so Joule heating per unit volume is $\sigma V^2/d^2$. Multiplying by $d$ gives the heating per unit face area, and the energy balance is

$$\rho c d\,\frac{dT}{dt}=\frac{\sigma(T)V^2}{d}-2h(T-T_0),$$

with density $\rho$ and specific heat $c$. In a steady state the right side vanishes:

$$V^2=\frac{2hd\,(T-T_0)}{\sigma(T)}.$$

Read this as the voltage needed to hold the plate at temperature $T$. The numerator grows linearly, but the denominator soon grows faster. To find where the required voltage stops rising, take the logarithm and differentiate:

$$\frac{d\ln V^2}{dT}=\frac1{T-T_0}-\frac{E_a}{kT^2}.$$

This vanishes when $kT^2=E_a(T-T_0)$, or

$$T^2-\frac{E_a}{k}T+\frac{E_a}{k}T_0=0.$$

The derivative has the sign of this quadratic. It is positive below the lower root and negative between the roots, so the lower root is a maximum of the voltage:

$$T_c=\frac{E_a}{2k}\left[1-\sqrt{1-\frac{4kT_0}{E_a}}\right],\qquad \Delta\equiv T_c-T_0=\frac{kT_c^2}{E_a}.$$

Above the corresponding voltage $V_c$, the cold balance no longer exists. No melting temperature has entered, and $\sigma_0$, $h$ and $d$ have dropped out of $T_c$, although they do affect $V_c$.

For $x=kT_0/E_a\ll1$, use $\sqrt{1-4x}=1-2x-2x^2-4x^3-\dots$. Then $T_c=T_0(1+x+2x^2+\dots)$, and

$$\Delta\simeq\frac{kT_0^2}{E_a}\left(1+\frac{2kT_0}{E_a}\right).$$

The rise is therefore a small fraction of $T_0$ when the activation energy is many times $kT_0$.

The conductivity at the threshold follows from $E_a\Delta/k=T_c^2$:

$$\ln\frac{\sigma(T_c)}{\sigma_0}=\frac{E_a}{k}\,\frac{T_c-T_0}{T_0T_c}=\frac{T_c}{T_0}.$$

For a small rise, the conductivity has grown by a factor of only about $e$. Substitution into the balance gives

$$V_c^2=\frac{2hd\,\Delta}{\sigma_0}\,e^{-T_c/T_0}.$$

**Why the balance is lost**

Let $T=T_s+u$, where $T_s$ is a steady temperature and $u$ is small. Since $\sigma'=\sigma E_a/(kT^2)$, the linearized balance is

$$\rho cd\,\frac{du}{dt}=\left[\frac{\sigma(T_s)V^2}{d}\frac{E_a}{kT_s^2}-2h\right]u.$$

Replace $\sigma(T_s)V^2/d$ by the equal loss $2h(T_s-T_0)$, and define $\tau=\rho cd/(2h)$:

$$\frac{du}{dt}=-\frac{1-r}{\tau}\,u,\qquad r=\frac{E_a(T_s-T_0)}{kT_s^2}.$$

Here $r$ is the extra heating per degree divided by the extra cooling per degree. If $r<1$, a small disturbance dies out; if $r>1$, it grows. The voltage maximum is the point $r=1$. Just below $V_c$ there is a stable cold balance and an unstable hotter one, and at $V_c$ they merge.

**Your plate in numbers**

I take $E_a=0.85$ eV, $\sigma_0=5\times10^{-7}$ S/m and $h=100$ W/(m² K). Then $E_a/(kT_0)=23.2$, and

$$\Delta=20.1\ \text{K},\qquad T_c=445\ \text{K},\qquad \frac{\sigma(T_c)}{\sigma_0}=2.85.$$

The critical voltage is

$$V_c=\sqrt{\frac{2(100)(10^{-3})(20.08)}{(5\times10^{-7})(2.850)}}\ \text{V}=1.68\ \text{kV},$$

which is a field of 1.68 kV/mm, or 0.0168 MV/cm. The heat balance is lost 555 K below the softening temperature.

At $0.90V_c$ the stable rise is 9.5 K and the unstable one 37.5 K. The second number matters if something else briefly heats the whole plate. In a time integration at this voltage, a plate started 1 K below the unstable balance returned to the cold one, while a plate started 1 K above it ran to 1000 K. A heat pulse can thus cause runaway below $V_c$.

Your 15 kV comes from using $\sigma_0$ at 1000 K:

$$\sqrt{\frac{2(100)(10^{-3})(575)}{5\times10^{-7}}}\ \text{V}=15.2\ \text{kV}.$$

With the activated conductivity extrapolated to 1000 K, the balance there needs just 19 V. That balance is unstable, so 19 V is not a breakdown voltage either. Neither number tells you when the cold state disappears.

**What happens just above the threshold**

Write $V^2=(1+\varepsilon)V_c^2$ and $y=(T-T_c)/\Delta$. At $V_c$ and $T_c$, heating and loss are both $2h\Delta$, and their slopes are equal. What remains near $T_c$ is the excess $2h\Delta\,\varepsilon$ and the curvature of the heating. For the curvature,

$$\frac{\sigma''}{\sigma}=\left(\frac{E_a}{kT_c^2}\right)^2-\frac{2E_a}{kT_c^3}=\frac{a}{\Delta^2},\qquad a=1-\frac{2\Delta}{T_c}.$$

Keeping the leading terms and dividing by $2h\Delta$ gives

$$\tau\frac{dy}{dt}\simeq\varepsilon+\frac a2y^2.$$

For small $\varepsilon$ most of the time is spent near $y=0$, so the limits of integration may be extended to infinity:

$$t\simeq\tau\int_{-\infty}^{\infty}\frac{dy}{\varepsilon+ay^2/2}=\pi\tau\sqrt{\frac{2}{a\varepsilon}}.$$

With rough values $\rho=2500$ kg/m³ and $c=900$ J/(kg K), $\tau=11.25$ s. At $1.01V_c$, $\varepsilon=0.0201$ and the formula gives 370 s. Direct integration from $T_0$ to 1000 K gives 334 s, so the leading formula is 11% too long at this overvoltage.

Of those 334 s, the plate spends 277 s within 10 K of $T_c$. The climb from $T_c+60$ K to softening takes 1.4 s in the model. Softening is a late event in a runaway that began much earlier. At $0.99V_c$, by contrast, the plate settles at a rise of 16.2 K.

The model's next balance at $1.01V_c$ lies near $10^{11}$ K, which has no physical meaning for glass. It shows that this model offers no hot resting state within the solid's range. Something outside the model, such as softening, cracking, puncture or a limit of the supply, has to end the climb.

**Is 445 K itself dangerous?**

Not in itself. The threshold belongs to the plate together with its size, its cooling and its supply. Suppose an ideal source fixes the current density $J$ in a uniform plate. The heating is now $J^2d/\sigma$, which falls as the plate warms. Its derivative is $-E_a/(kT^2)$ times itself, so a uniform disturbance decays at the rate $(1+r)/\tau$.

There is a second way to fail, because current can gather in a hotter region. Let the plate be a square of side $L$ with an insulated rim, and add a disturbance $u\cos(qx)$ with $q=\pi/L$. Its average is zero, so to first order the total conductance and the voltage do not change. Locally the plate behaves as at fixed voltage, but heat also spreads sideways. With thermal conductivity $\kappa$, the growth rate is

$$\frac{r-1}{\tau}-\frac{\kappa q^2}{\rho c}=\frac{r-1-(\ell q)^2}{\tau},\qquad \ell^2=\frac{\kappa d}{2h}.$$

For $\kappa=1$ W/(m K) and $L=12$ mm, $\ell=2.24$ mm. At a rise of 24 K, above the critical 20.1 K, the largest growth rate times $\tau$ is $+0.174$ at fixed voltage and $-0.168$ at fixed current. This small plate, at the same temperature, is unstable in one circuit and stable against small disturbances in the other. At fixed voltage a slight warming there starts a runaway, while a slight cooling sends the plate back to its cold balance. At fixed current the limit for this 12 mm plate is a rise of 27.9 K, where a small lateral disturbance starts to grow. The margin comes from $(\ell q)^2$ and shrinks as $1/L^2$. A plate wider than about 17 mm is already unstable at 24 K, and the limit is 21.8 K for $L=25$ mm and 20.2 K for $L=100$ mm, almost the fixed-voltage value. The limit also refers to small disturbances only: close below it, a strong local hot spot can still draw the current into a filament.

**When the conclusion changes**

If $E_a<4kT_0$, the square root is not real: the required voltage keeps rising with temperature, and this model has no fold. As $E_a$ approaches $4kT_0$ from above, $T_c$ approaches $2T_0$, so the critical rise is no longer modest. If the voltage is raised slowly, a material that melts below its $T_c$ starts to melt while still close to thermal balance. Melting can therefore come first, but it is not what defines thermal breakdown.

**How far to trust the numbers for real glass**

The material values are rough ones for soda-lime-type glass, in which mobile sodium ions carry most of the current. Composition changes $\sigma_0$ strongly; doubling it, with all else fixed, lowers $V_c$ by 29% and leaves $T_c$ alone. Real plates also depart from the model's assumptions about temperature, cooling and conductivity:

- Resolving the temperature through the thickness lowers $V_c$ by 0.8%.
- Cooling through the rim, at the same $h$ and with the plate still uniform, raises it by 8%. That figure is for $L=12$ mm. The real gain is smaller, because the middle of the plate lies several $\ell$ from the rim and benefits less: with the lateral temperature profile resolved it is about 6%, and about 0.5% for $L=50$ mm.
- If the loss grows as $(T-T_0)^{5/4}$, as in simple natural convection, and is matched to the constant-$h$ loss at 20.1 K, the critical rise becomes about 26 K and $V_c$ increases by 1.6%.
- A $1/T$ prefactor in the ionic conductivity makes the rise 21.1 K and increases $V_c$ by 2.4%.

The 50 Hz drive matters, because a steady voltage could deplete ions at the electrodes. At $T_c$ the estimated peak-to-peak voltage across an assumed 1 nm blocking layer is 0.35 V, and the amplitude of the temperature ripple is about 0.003 K, so the rms treatment is adequate near the threshold. Both grow with the conductivity, so it fails late in the runaway. The ripple amplitude reaches about 9 K at 700 K, and the layer takes a large share of the voltage near 780 K. With such a layer in series, the balance at 1000 K would need about 300 V rather than 19 V, and the remote balance at $1.01V_c$ would move to about 1400 K. The runaway time hardly changes, because it is spent near $T_c$. The layer voltage grows in proportion to the assumed thickness. The critical rms field is about 8% of a rough cold electric strength of 20 kV/mm, and its peak value about 12%. Defects and local hot spots are not included, so 1.68 kV is not a safe working voltage. The numerical output below lists the remaining inputs and estimates.

## Table of computed values

```
Surroundings T0: 425 K
Activation energy (rough): 0.85 eV
Conductivity at T0 (rough): 5.0e-07 S/m
Thickness, width: 1, 12 mm
Cooling coefficient per face: 100 W/(m2 K)
Thermal conductivity (rough): 1.0 W/(m K)
Density (rough): 2500 kg/m3
Heat capacity (rough): 900 J/(kg K)
Softening temperature (rough): 1000 K
Ea/(k T0): 23.21
Thermal time tau: 11.25 s
Critical temperature Tc: 445.08 K
Critical rise: 20.08 K
Simple estimate of rise: 18.31 K
Conductivity gain at Tc: 2.850
Critical rms voltage: 1.679 kV
Simple voltage estimate: 1.642 kV
Critical rms field: 1.679 kV/mm
Same field: 0.01679 MV/cm
Heat flow at Tc, both faces: 4017 W/m2
V/Vc=0.50: stable, unstable rise 1.96, 85.31 K
V/Vc=0.90: stable, unstable rise 9.46, 37.53 K
V/Vc=0.99: stable, unstable rise 16.17, 24.64 K
Decay rate at 0.90 Vc, simulated: 0.04492 1/s
Decay rate at 0.90 Vc, formula: 0.04493 1/s
Final rise at 0.99 Vc: 16.17 K
Time to softening at 1.01 Vc: 333.9 s
Near-threshold delay formula: 369.6 s
Time within 10 K of Tc: 276.9 s
Time from Tc+60 K to softening: 1.37 s
Softening V with frozen sigma: 15.17 kV
Unstable balance V at softening: 19.2 V
Next model balance at 1.01 Vc: 8.6e+10 K
Lateral healing length: 2.24 mm
Rise held by current: 24 K
Largest rate*tau there, fixed V: 0.174
Largest rate*tau there, fixed I: -0.168
Filament limit at fixed I: rise 27.92 K
Resolved slab, center rise: 20.25 K
Resolved slab, face rise: 19.76 K
Resolved slab, change of Vc: -0.82 %
Rim cooling, change of Vc: 8.0 %
Natural convection, critical rise: 25.75 K
Natural convection, Vc change: 1.62 %
Ionic 1/T factor, critical rise: 21.13 K
Ionic 1/T factor, Vc change: 2.39 %
Field-assisted hopping gain: 0.0040 %
Bound-dipole loss/conduction at T0: 0.039 %
Displacement/conduction current at T0: 0.039
Temperature ripple amplitude: 0.0028 K
Drop on 1 nm blocking layer: 0.35 V
Rough cold electric strength: 20 kV/mm
Critical field/cold strength: 0.084
```
